\section*{How Compensating Donors Limit the Fermi Level in p-Type Oxides}

\section{The energy that can vanish}

Q: I add acceptors to an oxide and expect the Fermi level to move towards the valence band. You say native donors may stop it. Why should a donor care where the Fermi level is?

A: Because making a positively charged donor releases electrons, and their energy is part of the cost. Let a donor $d$ in charge state $q>0$ be made by adding $n_i$ atoms of species $i$, with $n_i$ negative for atoms removed. The atoms come from reservoirs with chemical potentials $\mu_i$, and the $q$ released electrons go to a reservoir at the Fermi level. With $E_F$ measured from the valence-band maximum (VBM), the formation energy is
\begin{equation}
\varepsilon_{dq}(E_F)=E_{dq}+qE_F,\qquad
E_{dq}=B_{dq}-\sum_i n_i\mu_i .
\label{eq:formation}
\end{equation}
Here $B_{dq}$ is the energy of the defective crystal minus that of the perfect one, plus $q$ times the VBM energy, with the atomic reference energies absorbed. The sign of $qE_F$ is positive because the electrons are delivered to the reservoir. Lowering $E_F$ gives them a lower destination and makes the donor cheaper. Acceptor doping thus favours the defects that oppose it.

Q: The $\mu_i$ look like free parameters. Can I choose them to get any answer?

A: Within limits. Take a host MO, and measure $\mu_O$ from half an oxygen molecule and $\mu_M$ from the bulk metal. Equilibrium with the host requires
\begin{equation}
\mu_M+\mu_O=\Delta H ,
\label{eq:host}
\end{equation}
where $\Delta H<0$ is its formation enthalpy. If $\mu_M$ were positive, bulk metal would precipitate, so $\mu_O\ge\Delta H$. The customary upper end is $\mu_O=0$, the value for an isolated molecule in its ground state. A hot gas lies well below it, because entropy lowers its chemical potential: oxygen at 1 atm has $\mu_O\approx-0.27$ eV at 300 K and $-0.97$ eV at 900 K. At a given temperature one number, $\mu_O$, specifies the conditions, and any limit we find belongs to that number.

\section{One zero from many donors}

Q: A donor has several charge states, and an oxide has several donors. Which formation energy do you set to zero?

A: The lowest one. I assume that every neutral defect costs energy, $E_{d0}>0$; otherwise the host would be unstable whatever the doping. The lowest formation energy is positive if and only if all of them are. For $q=0$ this is the assumption just made. For $q>0$,
\begin{equation}
E_{dq}+qE_F>0
\quad\Longleftrightarrow\quad
E_F>-\frac{E_{dq}}{q},
\end{equation}
since division by a positive $q$ preserves the inequality. All the conditions hold together when $E_F$ exceeds the largest right-hand side:
\begin{equation}
E_{\rm pin}=\max_{d,\,q>0}\left(-\frac{E_{dq}}{q}\right).
\label{eq:pin}
\end{equation}
Above $E_{\rm pin}$ all the formation energies are positive. Below it at least one is negative. At $E_{\rm pin}$ the lowest is zero.

Q: How does this level respond to the growth conditions?

A: While one donor state remains the limiting one, insert (\ref{eq:formation}) into $E_{\rm pin}=-E_{dq}/q$ and differentiate, treating the $\mu_i$ as independent:
\begin{equation}
\frac{\partial E_{\rm pin}}{\partial\mu_i}=\frac{n_i}{q}.
\end{equation}
A doubly charged oxygen vacancy has $n_O=-1$ and $q=2$, so the slope with respect to $\mu_O$ is $-1/2$. A doubly charged metal interstitial has $n_M=1$, and (\ref{eq:host}) gives $d\mu_M/d\mu_O=-1$. Its slope along host equilibrium is $(1/2)(-1)=-1/2$ as well. Oxygen-rich conditions lower the limit set by either donor.

Q: Give me a case with numbers.

A: Take a model oxide with round parameters: a gap of $3.0$ eV and $\Delta H=-3.0$ eV. The oxygen vacancy has $B_q=4.0$, $2.2$ and $0.2$ eV for $q=0,1,2$. The metal interstitial is kept as $q=2$ with $B=-1.8$ eV; its other states are taken to be higher in energy at the Fermi levels we need. The vacancy removes an oxygen atom, so $E_q=B_q+\mu_O$. For the interstitial,
\begin{equation}
E_{I2}=-1.8-\mu_M=-1.8-(-3.0-\mu_O)=1.2+\mu_O
\end{equation}
in eV. At $\mu_O=-1.0$ eV the doubly charged vacancy has $E_2=-0.8$ eV and a zero at $+0.40$ eV. The singly charged vacancy has its zero at $-(2.2-1.0)=-1.2$ eV, and the interstitial at $-(1.2-1.0)/2=-0.10$ eV. The largest is $E_{\rm pin}=0.40$ eV. At $\mu_O=0$ the doubly charged vacancy still limits, but at $E_{\rm pin}=-0.10$ eV, below the VBM.

\section{Why a zero acts as a barrier}

Q: A negative formation energy means many donors. Why can't I have many donors and a low Fermi level too?

A: Because the donors carry charge, and that charge must be balanced. Let donor $d$ have $N_d$ possible sites per volume. Treat the sites as independent, and let $g_{dq}$ be the degeneracy of each charge state. The partition function of one site, with the perfect site as its zero of energy, is
\begin{equation}
Z_d=1+\sum_q g_{dq}\,e^{-(E_{dq}+qE_F)/kT}.
\end{equation}
Differentiating its logarithm brings down $-q/kT$ from each exponential:
\begin{equation}
\frac{\partial\ln Z_d}{\partial E_F}
=-\frac{1}{kT}\,\frac{\sum_q q\,g_{dq}e^{-(E_{dq}+qE_F)/kT}}{Z_d}
=-\frac{\langle q\rangle_d}{kT}.
\end{equation}
Differentiate the mean charge once more. The numerator gives $-\langle q^2\rangle_d/kT$, and the factor $1/Z_d$ gives $+\langle q\rangle_d^2/kT$:
\begin{equation}
\frac{d\langle q\rangle_d}{dE_F}
=-\frac{\langle q^2\rangle_d-\langle q\rangle_d^2}{kT}\le0 .
\end{equation}
The bracket is a variance, so the donor charge cannot increase as $E_F$ rises.

Now let $N_A$ be the density of acceptors, assumed ionized at every temperature, and let $p$ and $n$ be the hole and electron densities. Neutrality requires
\begin{equation}
F(E_F)\equiv p-n+\sum_d N_d\langle q\rangle_d-N_A=0 .
\label{eq:neutral}
\end{equation}
As $E_F$ rises, $p$ falls, $n$ grows and the donor charge does not grow, so $F$ decreases strictly. For parabolic bands it runs from large positive to large negative values. There is one solution, and it lies above $E_{\rm pin}$ precisely when $F(E_{\rm pin})>0$.

Q: And when is that?

A: Suppose that one state of one donor dominates, with site density $N_s$, charge $q$ and degeneracy $g$, and that carriers are negligible beside its charge at $E_{\rm pin}$. There its formation energy is zero, its Boltzmann factor is one, and $\langle q\rangle=qg/(1+g)$. The condition becomes
\begin{equation}
N_A<\frac{qN_s g}{1+g}.
\label{eq:capacity}
\end{equation}
In the model each donor has $5\times10^{22}$ cm$^{-3}$ sites, and $g=1$ for the doubly charged vacancy. The threshold is $2\times5\times10^{22}/2=5\times10^{22}$ cm$^{-3}$. An acceptor density of $10^{20}$ cm$^{-3}$ is 500 times smaller.

Q: At your threshold half the oxygen sites are empty. Surely independent defects make no sense there.

A: They do not, and the threshold should not be read as an attainable doping level. It shows the scale on which acceptors would have to be added before $E_F$ reached $E_{\rm pin}$; on that scale the host itself is in question. For much smaller $N_A$, the solution lies where donors are dilute, so they seldom compete for neighbouring sites. The model still leaves out the Coulomb forces between charged donors and acceptors, which fall off slowly with distance. At $10^{20}$ cm$^{-3}$ the acceptors are about 2 nm apart. With a relative permittivity of 10, a single acceptor at that distance from a doubly charged donor contributes an attraction of $2\times1.44/(10\times2)\approx0.14$ eV. On neighbouring sites, about $0.3$ nm apart, the same estimate gives nearly 1 eV, so donors and acceptors would tend to pair. Shifts of tenths of an eV or more are therefore to be expected in a real oxide, and the numbers below illustrate the mechanism only.

Q: My film is disordered. Its oxygen sites are not all alike.

A: Then each class of sites counts as a separate donor $d$ with its own energies and density $N_d$. The maximum in (\ref{eq:pin}) may belong to a rare class. Such a class can supply at most $N_d$ times its highest charge, so it cannot hold the Fermi level against a larger $N_A$. Several small classes can do so together, however. If only one charged state of each class matters, count downwards from the highest zero, adding up the charge that the classes can supply: at low temperature, and with holes negligible, the useful limit is the zero at which the total reaches $N_A$. At growth temperature the entropy term of the next section can move the level by tenths of an eV, and an abundant class with a lower zero can then control it. A class with several charge states needs more care, because it supplies its higher charge only below the Fermi level at which that state becomes the stable one.

\section{Where the Fermi level settles}

Q: So the Fermi level sits at $E_{\rm pin}$?

A: At finite temperature it generally sits above it. Consider nearly complete compensation by one donor state, so that $p$ and $n$ can be dropped from (\ref{eq:neutral}). Since $E_q=-qE_{\rm pin}$, the statistical weight of the donor is
\begin{equation}
x=g\,e^{-(E_q+qE_F)/kT}=g\,e^{-q(E_F-E_{\rm pin})/kT}.
\end{equation}
Neutrality reads $N_A=qN_s x/(1+x)$. Multiplying by $1+x$ and collecting $x$ gives
\begin{equation}
N_A=(qN_s-N_A)x,\qquad x=\frac{N_A}{qN_s-N_A}.
\end{equation}
Equate the two expressions for $x$, divide by $g$ and take the logarithm:
\begin{equation}
E_F=E_{\rm pin}+\frac{kT}{q}
\ln\frac{g(qN_s-N_A)}{N_A}.
\label{eq:EF}
\end{equation}
For $g=1$ the logarithm is the configurational entropy, in units of $k$, gained by adding one more donor when few donors share many sites; a larger $g$ adds the entropy $\ln g$ of the donor's internal states. It makes donors plentiful enough to compensate while each still costs energy.

For nondegenerate holes, $p=N_v e^{-E_F/kT}$, with $N_v=2(mkT/2\pi\hbar^2)^{3/2}$ for a valence band of mass $m$. Inserting (\ref{eq:EF}),
\begin{equation}
p=N_v e^{-E_{\rm pin}/kT}
\left[\frac{N_A}{g(qN_s-N_A)}\right]^{1/q}.
\label{eq:p}
\end{equation}
For $q=2$ and $p\ll N_A\ll N_s$, holes grow as $\sqrt{N_A}$: four times the acceptors give about twice the holes. When compensation is weak, so that $p$ is a sizeable part of $N_A$, the growth is faster and approaches proportionality to $N_A$.

Q: Put in numbers for a real furnace temperature.

A: Let growth take place at 900 K, where $kT=0.0776$ eV, with $N_A=10^{20}$ cm$^{-3}$ and $\mu_O=-1.0$ eV, which corresponds to oxygen gas at about half an atmosphere. Then
\begin{equation}
E_F=0.400+\frac{0.0776}{2}\ln\frac{10^{23}-10^{20}}{10^{20}}
=0.400+0.268=0.668\ \text{eV}.
\end{equation}
Both bands have the free-electron mass, so $N_v=1.30\times10^{20}$ cm$^{-3}$ and
\begin{equation}
p=1.30\times10^{20}\,e^{-0.668/0.0776}
\approx2.4\times10^{16}\ \text{cm}^{-3}.
\end{equation}
Of the $10^{20}$ acceptors per cm$^3$, about one in four thousand yields a hole. The rest are balanced by $5.0\times10^{19}$ cm$^{-3}$ doubly charged vacancies. With the donors removed from the model, the same acceptors give $10^{20}$ cm$^{-3}$ holes, so it is the donors that take them away.

Q: And at other oxygen potentials, where you may not drop the holes?

A: Then I solve (\ref{eq:neutral}) numerically by root finding, with Fermi--Dirac integrals for both bands and all the donor states included. The last column below is the Fermi level after a quench to 300 K, which needs a separate argument. Energies are in eV and $p$ is in cm$^{-3}$.

\begin{center}
\begin{tabular}{ccccc}
$\mu_O$ & $E_{\rm pin}$ & $E_F$, 900 K & $p$ & $E_F$, 300 K\\
\hline
$0.0$ & $-0.10$ & $0.173$ & $1.3\times10^{19}$ & $0.011$\\
$-0.5$ & $0.15$ & $0.418$ & $5.9\times10^{17}$ & $0.097$\\
$-1.0$ & $0.40$ & $0.668$ & $2.4\times10^{16}$ & $0.180$
\end{tabular}
\end{center}

Only the last row describes growth in oxygen gas at ordinary pressure. At 900 K an ideal gas would need about $2\times10^5$ atm to reach $\mu_O=-0.5$ eV and about $10^{11}$ atm to reach $0$. The first two rows show how the model responds to $\mu_O$, not what a furnace can do.

In the first row there are $4.33\times10^{19}$ cm$^{-3}$ vacancies. Their charge and the holes add up to $(2\times4.33+1.34)\times10^{19}=10^{20}$ cm$^{-3}$, as neutrality demands. Since holes now balance part of $N_A$, the donors must supply $N_A-p$. Replacing $N_A$ by $N_A-p$ in (\ref{eq:EF}) enlarges the logarithm, which is why $E_F$ is $0.273$ eV above $E_{\rm pin}$ here, against $0.268$ eV in the last row.

\section{When the level really pins}

Q: In the first row $E_{\rm pin}$ lies below the VBM, yet most acceptors are still compensated. What does the sign of $E_{\rm pin}$ tell me?

A: It tells you whether a donor gains energy when $E_F$ is at the VBM. For the vacancy, $E_{\rm pin}=-(0.2+\mu_O)/2$ in eV, which crosses zero at $\mu_O=-0.20$ eV. But a negative $E_{\rm pin}$ does not remove the entropy that creates donors at 900 K, and a positive one does not forbid thermally excited holes. The energetic meaning is clearest for equilibrium as $T\to0$ at fixed $\mu_O$ and $N_A$.

Without donors, holes would fill a Fermi sphere of radius $k_F=(3\pi^2N_A)^{1/3}$, and the Fermi level would be
\begin{equation}
E_h=-\frac{\hbar^2}{2m}(3\pi^2N_A)^{2/3}.
\end{equation}
The minus sign places it inside the valence band. If $E_h>E_{\rm pin}$, every donor costs energy at $E_h$, its density vanishes as $T\to0$, and $E_F\to E_h$.

Q: And if $E_h<E_{\rm pin}$?

A: Test $F$ at a small energy $\delta$ on either side of $E_{\rm pin}$. At $E_{\rm pin}+\delta$ the donors disappear as $T\to0$, while the holes number fewer than $N_A$ because this level lies above $E_h$. Hence $F<0$. At $E_{\rm pin}-\delta$ the limiting donor fills its sites and offers a charge $qN_s$. If $N_A<qN_s$ and $E_{\rm pin}$ lies below the conduction band, so that $n\to0$, then $F>0$. The root is trapped between the two for any small $\delta$. Therefore
\begin{equation}
E_F\to\max(E_{\rm pin},E_h)\qquad(T\to0).
\label{eq:zeroT}
\end{equation}

For $N_A=10^{20}$ cm$^{-3}$, $E_h=-0.079$ eV. At $\mu_O=0$ this is above $E_{\rm pin}=-0.10$ eV, and the numerical solution at 20 K gives $E_F=-0.079$ eV: the acceptors are uncompensated. At $\mu_O=-1.0$ eV the solution at 20 K is $0.406$ eV. The $0.006$ eV above $E_{\rm pin}$ is the entropy term of (\ref{eq:EF}), reduced from its 900 K value to $0.268\times20/900$ eV.

Full hole doping in this limit thus needs more than $E_{\rm pin}<0$. It needs $-(0.2+\mu_O)/2<-0.079$, or $\mu_O>-0.04$ eV. Heavier doping pushes $E_h$ deeper and narrows the window further.

\section{Escaping the limit}

Q: Nobody equilibrates vacancies at 20 K. If I cool the film quickly, does your limit survive?

A: Not as a limit on $E_F$. Equation (\ref{eq:zeroT}) describes equilibrium, not a cooling procedure. Suppose that the quench fixes the number of donors while electrons and holes still equilibrate. Before the quench,
\begin{equation}
p-n=N_A-\sum_d N_d\langle q\rangle_d .
\end{equation}
If the donors also keep their charge states and every acceptor stays ionized, nothing on the right changes, so the net hole density $p-n$ survives. In these examples $n$ is negligible, and $p$ itself survives. The condition on the acceptors is an idealization: real ones can capture holes on cooling, and then $p$ falls and $E_F$ ends higher than the values given here. For an acceptor level at $E_A$ above the VBM, the quench conserves the free holes plus those bound to acceptors. When most are bound both before and after, the neutral fraction of acceptors is fixed, so $(E_F-E_A)/kT$ is fixed too. For the film grown at $\mu_O=-1.0$ eV, this gives about $0.31$ eV at 300 K for $E_A=0.14$ eV and $0.42$ eV for $E_A=0.3$ eV, the latter above $E_{\rm pin}$. The drop below $E_{\rm pin}$ found next therefore needs shallow acceptors.

Q: Why should the vacancies remain doubly charged?

A: The singly and doubly charged states have equal formation energies when $E_1+E_F=E_2+2E_F$, that is, at $E_F=E_1-E_2=2.0$ eV. The neutral and doubly charged states cross at $(E_0-E_2)/2=1.9$ eV. The Fermi levels before and after the quench are far below both crossings, so the doubly charged state dominates throughout.

At 300 K, $kT'=0.02585$ eV and $N_v'=2.51\times10^{19}$ cm$^{-3}$. For the film grown at $\mu_O=-1.0$ eV the holes are nondegenerate, and inverting $p=N_v'e^{-E_F'/kT'}$ gives
\begin{equation}
E_F'=0.02585\,
\ln\frac{2.51\times10^{19}}{2.37\times10^{16}}
=0.180\ \text{eV}.
\end{equation}
This is $0.22$ eV below $E_{\rm pin}=0.40$ eV.

Q: Then you have just broken your own limit.

A: I have removed one of its conditions. At the growth value of $\mu_O$, another vacancy would now have the formation energy $-0.8+2(0.18)=-0.44$ eV. If the donors were mobile and could exchange oxygen with a reservoir held at that $\mu_O$, more vacancies would form and the equilibrium argument would return. Oxygen gas at room temperature is not such a reservoir. At 1 atm it has $\mu_O\approx-0.27$ eV, and the same formation energy is $0.2-0.27+2(0.18)=+0.29$ eV. The configurational entropy of the vacancies already present, one site in a thousand, offsets only $kT'\ln1000\approx0.18$ eV of this, so some vacancies would be filled instead.

The quench has not recovered the lost holes either. Their density is still $2.4\times10^{16}$ cm$^{-3}$. The Fermi level moved because $E_F=kT\ln(N_v/p)$ and $p$ is fixed. The smaller $kT$ alone takes it from $0.668$ to $0.223$ eV, and the smaller $N_v$ takes it on to $0.180$ eV. A Fermi level measured below $E_{\rm pin}$ at room temperature is therefore compatible with heavy compensation during growth.

Q: What would give me more holes, then?

A: Within this model, more oxygen-rich growth does: it raises the cost of both donors, and from the last row of the table to the first the hole density grows by a factor of about 570. Oxygen gas at 900 K reaches little of that gain. Its $\mu_O$ rises with pressure $P$ as $(kT/2)\ln P$, and $E_{\rm pin}$ falls half as fast, so under nearly complete compensation $p$ grows as $P^{1/4}$: a hundred times the pressure gives about three times the holes. Adding acceptors at fixed $\mu_O$ follows the square root in (\ref{eq:p}) once compensation is nearly complete: a hundred times the acceptors give about ten times the holes, provided that they dissolve and the defects stay dilute. A process that keeps donors from forming at all lies outside the equilibrium bound, and its result depends on rates that formation energies do not supply.

Numbers in the example were calculated in double precision.
